# Magnon-Drag Thermopower from Momentum Balance of Electron and Magnon Fluids: a numerical check

```python
"""Magnon-drag thermopower of a ferromagnetic metal (open circuit).

Result under test:
    S_drag = -(2 C / (3 n e)) / (1 + tau_me / tau_m)
C       magnon heat capacity per volume, for magnon energy D k^2 without gap
n, e    density of conduction electrons, elementary charge (electron = -e)
tau_m   time in which magnons lose momentum to lattice and defects
tau_me  time in which magnons lose momentum to the electrons
Units inside the program: nm, ps, eV, K; thermopower in V/K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import zeta

KB = const.k / const.e                       # eV/K
HBAR = const.hbar / const.e * 1e12           # eV ps
M_EL = const.m_e / const.e * 1e6             # eV ps^2/nm^2

# Rough parameters in the regime of bcc iron; the two times are assumed.
T = 100.0
D = 2.8e-3                                   # eV nm^2
LATTICE = 0.287                              # nm
TAU_M, TAU_ME = 10.0, 5.0                    # ps
GAP = 1e-4                                   # eV
SPLITTING = 0.3                              # eV, mobile-electron exchange
DEBYE = 450.0                                # K
MOMENT = 2.2                                 # Bohr magnetons per atom
n_atoms = 2 / LATTICE**3
n_el = n_atoms                               # one mobile electron per atom

nodes, weights = np.polynomial.legendre.leggauss(500)


def k_grid(temp, stiffness=D):
    """Radial wave vectors and weights of the sum over k per volume."""
    k_max = np.sqrt(45 * KB * temp / stiffness)
    k = 0.5 * k_max * (nodes + 1)
    return k, 0.5 * k_max * weights * k**2 / (2 * np.pi**2)


def bose(energy, temp):
    return 1 / np.expm1(energy / (KB * temp))


def minus_dn_de(energy, temp):
    return 1 / (4 * KB * temp * np.sinh(energy / (2 * KB * temp))**2)


def energy_density(temp, dispersion, grid):
    k, w = grid
    return np.sum(w * dispersion(k) * bose(dispersion(k), temp))


def momentum_flux(temp, dispersion, grid):
    """Pressure: one third of the sum of hbar k times group velocity."""
    k, w = grid
    h = 1e-4 * k
    slope = (dispersion(k + h) - dispersion(k - h)) / (2 * h)
    return np.sum(w * k * slope * bose(dispersion(k), temp)) / 3


def d_dT(func, temp, *args):
    h = 1e-3 * temp
    return (func(temp + h, *args) - func(temp - h, *args)) / (2 * h)


def entropy_density(temp, dispersion, grid):
    k, w = grid
    occ = bose(dispersion(k), temp)
    return KB * np.sum(w * ((1 + occ) * np.log1p(occ) - occ * np.log(occ)))


def quadratic(k):
    return D * k**2


# ---- equilibrium magnon gas: closed forms against quadrature
grid = k_grid(T)
k, w = grid
eps = quadratic(k)
thermal = (KB * T / (4 * np.pi * D))**1.5
n_mag = zeta(1.5) * thermal
C_mag = 15 / 4 * zeta(2.5) * KB * thermal
assert np.isclose(np.sum(w * bose(eps, T)), n_mag, rtol=1e-5)
C_numeric = d_dT(energy_density, T, quadratic, grid)
dp_dT = d_dT(momentum_flux, T, quadratic, grid)
s_mag = entropy_density(T, quadratic, grid)
assert np.isclose(C_numeric, C_mag, rtol=1e-5)
assert np.isclose(dp_dT, 2 * C_mag / 3, rtol=1e-5)
assert np.isclose(s_mag, 2 * C_mag / 3, rtol=1e-5)


# a linear dispersion must give one third instead of two thirds
def linear(q):
    return 0.005 * q


lin_k = 0.5 * 80 * (nodes + 1)
lin_grid = (lin_k, 40 * weights * lin_k**2 / (2 * np.pi**2))
linear_ratio = (d_dT(momentum_flux, T, linear, lin_grid)
                / d_dT(energy_density, T, linear, lin_grid))
assert np.isclose(linear_ratio, 1 / 3, rtol=1e-5)

# momentum of a slowly drifting magnon gas equals density * mass * velocity
M_mag = HBAR**2 / (2 * D)
rho_mag = np.sum(w * (HBAR * k)**2 * minus_dn_de(eps, T)) / 3
assert np.isclose(rho_mag, n_mag * M_mag, rtol=1e-5)

# ---- collisions vanish only if magnons drift with the electrons
k_F = (3 * np.pi**2 * n_el)**(1 / 3)
E_F = (HBAR * k_F)**2 / (2 * M_EL)
rng = np.random.default_rng(4)
drift = np.array([0.0, 0.0, 2.0])
for _ in range(20):
    k_vec = rng.normal(size=3)
    k_vec *= k_F / np.linalg.norm(k_vec)
    q_vec = np.array([rng.uniform(-1, 1), 0.4, rng.uniform(1, 2)])
    omega = quadratic(np.linalg.norm(q_vec))
    e_start = rng.uniform(-0.01, 0.01)       # measured from the Fermi level
    arg_1 = (e_start - HBAR * k_vec @ drift) / (KB * T)
    arg_2 = (e_start + omega - HBAR * (k_vec + q_vec) @ drift) / (KB * T)
    f_1, f_2 = 1 / (np.exp(arg_1) + 1), 1 / (np.exp(arg_2) + 1)
    balance = []
    for shift in (HBAR * q_vec @ drift, 0.0):
        occ = bose(omega - shift, T)
        gain = f_1 * (1 - f_2) * occ
        balance.append((gain - f_2 * (1 - f_1) * (1 + occ)) / gain)
    assert abs(balance[0]) < 1e-9 and abs(balance[1]) > 0.05

# ---- derived thermopower
factor = 1 / (1 + TAU_ME / TAU_M)
S_full = -2 * C_mag / (3 * n_el)
S_drag = S_full * factor
mass_ratio = n_mag * M_mag / (n_el * M_EL)
tau_em = TAU_ME / mass_ratio


# ---- two fluids in time; charge build-up creates the open circuit itself
def open_circuit_field(tau_e, tau_m, tau_me):
    """Field times n e for unit pressure gradient; n = e = electron mass = 1."""
    def rhs(_, y):
        v_e, v_m, field = y
        exchange = mass_ratio * (v_m - v_e) / tau_me
        return [-field - v_e / tau_e + exchange,
                -1 / mass_ratio - v_m / tau_m - exchange / mass_ratio,
                400 * v_e]
    run = solve_ivp(rhs, (0, 300), [0, 0, 0], method="Radau",
                    rtol=1e-8, atol=1e-10)
    assert run.success and abs(run.y[0, -1]) < 1e-6
    return run.y[2, -1]


for tau_e in (0.02, 0.2):                    # must not matter
    for t_m, t_me in ((TAU_M, TAU_ME), (4.0, 12.0)):
        found = open_circuit_field(tau_e, t_m, t_me)
        assert np.isclose(found, -1 / (1 + t_me / t_m), rtol=1e-4)


# ---- kinetic equation, k by k, with momentum-conserving magnon collisions
def kinetic_thermopower(rate_m, rate_me, rate_normal):
    velocity = 2 * D * k / HBAR
    source = -velocity * eps / T * minus_dn_de(eps, T)
    drifted = HBAR * k * minus_dn_de(eps, T)
    loss = rate_m + rate_me
    total = loss + rate_normal
    common_drift = (np.sum(w * k * source / total)
                    / np.sum(w * k * drifted * loss / total))
    change = (source + rate_normal * common_drift * drifted) / total
    return np.sum(w * HBAR * k * change * rate_me) / 3 / n_el


for normal in (0.0, 0.3, 1e3):
    assert np.isclose(kinetic_thermopower(1 / TAU_M, 1 / TAU_ME, normal),
                      S_drag, rtol=1e-5)

# lattice loss rate proportional to magnon energy, electron rate constant
reduced = eps / (KB * T)
S_free = kinetic_thermopower(reduced / TAU_M, 1 / TAU_ME, 0.0)
S_fluid = kinetic_thermopower(reduced / TAU_M, 1 / TAU_ME, 1e5)
mean_x = 2.5 * zeta(2.5) / zeta(1.5)         # momentum-weighted energy / kT
assert np.isclose(S_fluid, S_full / (1 + mean_x * TAU_ME / TAU_M), rtol=1e-3)

# ---- reverse effect: heat carried by magnons dragged by a current
u_el = 1.0
dragged = (1 / TAU_ME) / (1 / TAU_M + 1 / TAU_ME) * HBAR * k * u_el
heat_flux = np.sum(w * eps * 2 * D * k / HBAR
                   * dragged * minus_dn_de(eps, T)) / 3
peltier = heat_flux / (-n_el * u_el)
assert np.isclose(peltier, T * S_drag, rtol=1e-5)


# ---- temperature law from quadrature
def full_drag(temp, stiffness=D):
    def disp(q):
        return stiffness * q**2
    return -d_dT(momentum_flux, temp, disp, k_grid(temp, stiffness)) / n_el


assert np.isclose(full_drag(200.0) / full_drag(50.0), 8, rtol=1e-4)

# ---- neglected: electron diffusion (constant electron time)
S_diff = -np.pi**2 / 2 * KB * KB * T / E_F


def transport(x, power):
    return (E_F + KB * T * x)**1.5 * x**power / (4 * np.cosh(x / 2)**2)


ratio = (quad(transport, -40, 40, args=(1,))[0]
         / quad(transport, -40, 40, args=(0,))[0])
assert np.isclose(-KB * ratio, S_diff, rtol=1e-3)

# ---- neglected: phonon drag, ceiling with all phonon momentum passed on
C_ph = 9 * n_atoms * KB * (T / DEBYE)**3 * quad(
    lambda x: x**4 / (4 * np.sinh(x / 2)**2), 0, DEBYE / T)[0]
S_phonon = -C_ph / (3 * n_el)


# ---- neglected: magnon gap
def gapped(q):
    return GAP + D * q**2


s_gap = entropy_density(T, gapped, grid)
assert np.isclose(d_dT(momentum_flux, T, gapped, grid), s_gap, rtol=1e-4)
gap_change = s_gap / s_mag - 1

# ---- neglected: lattice dispersion (bcc, nearest neighbours, same stiffness)
side = 11.0
axis = (np.arange(90) + 0.5) * side / 90
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
cell = 8 * (side / 90)**3 / (2 * np.pi)**3


def lattice_drag(energy, k_dot_gradient):
    return cell * np.sum(k_dot_gradient * energy / T
                         * minus_dn_de(energy, T)) / 3


k_sq = kx**2 + ky**2 + kz**2
box_quadratic = lattice_drag(D * k_sq, 2 * D * k_sq)
assert np.isclose(box_quadratic, 2 * C_mag / 3, rtol=5e-3)
half = LATTICE / 2
cx, cy, cz = (np.cos(half * q) for q in (kx, ky, kz))
sx, sy, sz = (np.sin(half * q) for q in (kx, ky, kz))
width = 8 * D / LATTICE**2
gradient = width * half * (kx * sx * cy * cz + ky * cx * sy * cz
                           + kz * cx * cy * sz)
bcc_change = lattice_drag(width * (1 - cx * cy * cz), gradient) \
    / box_quadratic - 1


# ---- neglected: limits on the wave vector of magnons that hit electrons
def share_below(q):
    def weight(x):
        return x**2.5 / (4 * np.sinh(x / 2)**2)
    cut = D * q**2 / (KB * T)
    return quad(weight, 0, cut)[0] / quad(weight, 0, 60)[0]


q_spin = SPLITTING * k_F / (2 * E_F)
q_umklapp = 2 * np.pi * np.sqrt(2) / LATTICE - 2 * k_F
k_th = np.sqrt(KB * T / D)
v_th = 2 * D * k_th / HBAR
path = v_th / (1 / TAU_M + 1 / TAU_ME)
J_M3K = const.e * 1e27                       # eV/(nm^3 K) to J/(m^3 K)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", T, "K")
show("thermal energy kT", KB * T * 1e3, "meV")
show("magnon stiffness D (rough)", D * 1e3, "meV nm^2")
show("lattice constant (rough)", LATTICE, "nm")
show("electron density n", n_el, "nm^-3")
show("magnon-lattice time tau_m (assumed)", TAU_M, "ps")
show("magnon-electron time tau_me (assumed)", TAU_ME, "ps")
show("magnon mass / electron mass", M_mag / M_EL)
show("magnon density", n_mag, "nm^-3")
show("magnon heat capacity C", C_mag * J_M3K, "J/(m^3 K)")
show("pressure slope dp/dT by quadrature", dp_dT * J_M3K, "J/(m^3 K)")
show("magnon entropy density by quadrature", s_mag * J_M3K, "J/(m^3 K)")
show("(dp/dT)/C, quadratic dispersion", dp_dT / C_numeric)
show("(dp/dT)/C, linear dispersion", linear_ratio)
show("full-drag thermopower", S_full * 1e6, "uV/K")
show("reduction factor", factor)
show("magnon-drag thermopower", S_drag * 1e6, "uV/K")
show("magnon-drag thermopower, converted", S_drag, "V/K")
show("Peltier coefficient from heat current", peltier * 1e6, "uV")
show("electron-magnon time tau_em", tau_em, "ps")
show("factor if tau_em were wrongly used", 1 / (1 + tau_em / TAU_M), "", 3)
for temp in (50.0, 200.0):
    show(f"full drag at {temp:.0f} K", full_drag(temp) * 1e6, "uV/K")
show("thermal magnon wave vector", k_th, "nm^-1", 3)
show("thermal magnon velocity", v_th, "nm/ps", 3)
show("magnon mean free path", path, "nm", 3)
print("Neglected effects")
show("Fermi energy, free electrons", E_F, "eV", 3)
show("degeneracy ratio kT/E_F", KB * T / E_F, "", 2)
show("electron diffusion thermopower", S_diff * 1e6, "uV/K", 3)
show("Debye temperature (rough)", DEBYE, "K")
show("phonon-drag ceiling", S_phonon * 1e6, "uV/K", 3)
show("phonon share equal to magnon drag", 100 * S_drag / S_phonon, "%", 2)
show("magnon gap (rough)", GAP * 1e3, "meV")
show("change of full drag by gap", 100 * gap_change, "%", 2)
show("change by bcc lattice dispersion", 100 * bcc_change, "%", 2)
show("change if D is 10 % lower",
     100 * (full_drag(T, 0.9 * D) / full_drag(T) - 1), "%", 3)
show("drag, loss rate ~ energy, no magnon-magnon", S_free * 1e6, "uV/K")
show("drag, loss rate ~ energy, strong magnon-magnon",
     S_fluid * 1e6, "uV/K")
show("exchange splitting, mobile electrons (rough)", SPLITTING, "eV")
show("smallest wave vector for spin flip", q_spin, "nm^-1", 2)
show("drag share below it", 100 * share_below(q_spin), "%", 2)
show("smallest wave vector for Umklapp", q_umklapp, "nm^-1", 3)
show("drag share above it", 100 * (1 - share_below(q_umklapp)), "%", 2)
show("atomic moment (rough)", MOMENT, "Bohr magnetons")
show("magnetization lost to magnons",
     100 * 2 * n_mag / (MOMENT * n_atoms), "%", 2)
print("success")
```

Output:

```
temperature: 100 K
thermal energy kT: 8.617 meV
magnon stiffness D (rough): 2.8 meV nm^2
lattice constant (rough): 0.287 nm
electron density n: 84.6 nm^-3
magnon-lattice time tau_m (assumed): 10 ps
magnon-electron time tau_me (assumed): 5 ps
magnon mass / electron mass: 13.61
magnon density: 0.3166 nm^-3
magnon heat capacity C: 8418 J/(m^3 K)
pressure slope dp/dT by quadrature: 5612 J/(m^3 K)
magnon entropy density by quadrature: 5612 J/(m^3 K)
(dp/dT)/C, quadratic dispersion: 0.6667
(dp/dT)/C, linear dispersion: 0.3333
full-drag thermopower: -0.414 uV/K
reduction factor: 0.6667
magnon-drag thermopower: -0.276 uV/K
magnon-drag thermopower, converted: -2.76e-07 V/K
Peltier coefficient from heat current: -27.6 uV
electron-magnon time tau_em: 98.19 ps
factor if tau_em were wrongly used: 0.0924
full drag at 50 K: -0.1464 uV/K
full drag at 200 K: -1.171 uV/K
thermal magnon wave vector: 1.75 nm^-1
thermal magnon velocity: 14.9 nm/ps
magnon mean free path: 49.8 nm
Neglected effects
Fermi energy, free electrons: 7.03 eV
degeneracy ratio kT/E_F: 0.0012
electron diffusion thermopower: -0.521 uV/K
Debye temperature (rough): 450 K
phonon-drag ceiling: -37.2 uV/K
phonon share equal to magnon drag: 0.74 %
magnon gap (rough): 0.1 meV
change of full drag by gap: -1.3 %
change by bcc lattice dispersion: 4.5 %
change if D is 10 % lower: 17.1 %
drag, loss rate ~ energy, no magnon-magnon: -0.193 uV/K
drag, loss rate ~ energy, strong magnon-magnon: -0.2522 uV/K
exchange splitting, mobile electrons (rough): 0.3 eV
smallest wave vector for spin flip: 0.29 nm^-1
drag share below it: 0.067 %
smallest wave vector for Umklapp: 3.8 nm^-1
drag share above it: 17 %
atomic moment (rough): 2.2 Bohr magnetons
magnetization lost to magnons: 0.34 %
success
```
